# Spin-Spin Zero-Field Splitting of a Single Determinant: a numerical check

```python
"""Spin-spin zero-field splitting tensor of a single determinant.

Result under test (atomic units, real orbitals, M = S):
  D_ab = C / (4 S (2S-1)) * sum [P_mn P_kl - P_ml P_nk] (mn|T_ab|kl)
  C    = g_e^2 alpha^2 / 4
  T_ab = (delta_ab r^2 - 3 r_a r_b) / r^5, with r = r1 - r2
  P    = alpha density matrix minus beta density matrix
The effective Hamiltonian is S.D.S. The formula is compared with explicit
many-electron matrix elements, quadrature and displaced Coulomb integrals.
"""
import numpy as np
from scipy import constants as const
from scipy import sparse
from scipy.integrate import quad
from pyscf import gto, scf

SPIN_HALF = 0.5 * np.array([[[0, 1], [1, 0]],
                            [[0, -1j], [1j, 0]],
                            [[1, 0], [0, -1]]], dtype=complex)


def direct_and_exchange(tensor, P):
    """Direct and exchange contractions of (mn|..|kl) with P."""
    direct = np.einsum('...mnkl,mn,kl->...', tensor, P, P, optimize=True)
    exchange = np.einsum('...mnkl,ml,nk->...', tensor, P, P, optimize=True)
    return direct, exchange


def formula_tensor(tensor, P, S):
    direct, exchange = direct_and_exchange(tensor, P)
    return (direct - exchange) / (4 * S * (2 * S - 1))


def remove_trace(tensor):
    trace = np.einsum('aa...->...', tensor)
    result = tensor.copy()
    for a in range(3):
        result[a, a] -= trace / 3
    return result


# ---------- explicit many-electron calculation in Fock space ----------
def annihilation_operators(n_spin_orbitals):
    """Jordan-Wigner matrices; index 2p is alpha and 2p+1 is beta."""
    lower = sparse.csr_matrix([[0.0, 1.0], [0.0, 0.0]])
    parity = sparse.csr_matrix([[1.0, 0.0], [0.0, -1.0]])
    operators = []
    for k in range(n_spin_orbitals):
        op = sparse.identity(1, format='csr')
        for j in range(n_spin_orbitals):
            factor = parity if j < k else lower if j == k else sparse.identity(2)
            op = sparse.kron(op, factor, format='csr')
        operators.append(op)
    return operators


def determinant(ops, alpha_orbitals, beta_orbitals):
    state = np.zeros(ops[0].shape[0])
    state[0] = 1.0
    for spin, orbitals in enumerate((alpha_orbitals, beta_orbitals)):
        for column in orbitals.T:
            state = sum(c * (ops[2 * p + spin].T @ state)
                        for p, c in enumerate(column))
    return state


def pair_removed(ops, state):
    """Rows: a_R a_P |state> for all R, P."""
    singles = [op @ state for op in ops]
    return np.array([opR @ v for opR in ops for v in singles])


def transition_density(bra_pairs, ket_pairs, n):
    """<bra| a+_P a+_R a_S a_Q |ket>, split into orbital and spin indices."""
    m = 2 * n
    gamma = (bra_pairs @ ket_pairs.T).reshape(m, m, m, m)
    return gamma.transpose(1, 0, 2, 3).reshape((n, 2) * 4)


def multiplet_matrix(tensor, n_closed, n_open):
    """Full spin-spin operator (C = 1) between all M components."""
    n = n_closed + n_open
    ops = annihilation_operators(2 * n)
    identity = np.eye(n)
    state = determinant(ops, identity, identity[:, :n_closed])
    spin_lower = sum(ops[2 * p + 1].T @ ops[2 * p] for p in range(n))
    pairs = []
    for _ in range(n_open + 1):
        pairs.append(pair_removed(ops, state))
        lowered = spin_lower @ state
        norm = np.linalg.norm(lowered)
        if norm > 1e-10:
            state = lowered / norm
    spin_kernel = np.einsum('aij,bkl->abijkl', SPIN_HALF, SPIN_HALF)
    operator = np.einsum('abpqrs,abijkl->pqrsijkl', tensor, spin_kernel,
                         optimize=True)
    matrix = np.zeros((n_open + 1, n_open + 1), dtype=complex)
    for i, bra in enumerate(pairs):
        for j, ket in enumerate(pairs):
            gamma = transition_density(bra, ket, n)
            matrix[i, j] = 0.5 * np.einsum('pqrsijkl,pirkslqj->',
                                           operator, gamma)
    return matrix


def effective_hamiltonian(D, S):
    m = S - np.arange(int(round(2 * S)) + 1)
    raising = np.diag(np.sqrt(S * (S + 1) - m[1:] * (m[1:] + 1)), 1)
    spin = [(raising + raising.T) / 2, (raising - raising.T) / 2j, np.diag(m)]
    return sum(D[a, b] * spin[a] @ spin[b] for a in range(3) for b in range(3))


def random_tensor(rng, n):
    """Random integrals with the permutation symmetries of (pq|T_ab|rs)."""
    t = rng.normal(size=(3, 3, n, n, n, n))
    for order in ((1, 0, 2, 3, 4, 5), (0, 1, 3, 2, 4, 5),
                  (0, 1, 2, 3, 5, 4), (0, 1, 4, 5, 2, 3)):
        t = (t + t.transpose(order)) / 2
    return remove_trace(t)


rng = np.random.default_rng(7)
multiplet_errors = {}
for n_open in (2, 3, 4):
    S = n_open / 2
    n = n_open + 1
    T = random_tensor(rng, n)
    P = np.diag([0.0] + [1.0] * n_open)
    explicit = multiplet_matrix(T, 1, n_open)
    effective = effective_hamiltonian(formula_tensor(T, P, S), S)
    multiplet_errors[S] = np.abs(explicit - effective).max()
    assert np.abs(explicit).max() > 1e-2
    assert multiplet_errors[S] < 1e-10

# One unpaired electron: no spin-spin splitting, and the numerator vanishes.
T = random_tensor(rng, 2)
direct, exchange = direct_and_exchange(T, np.diag([0.0, 1.0]))
assert np.abs(direct).max() > 1e-2
assert np.abs(direct - exchange).max() < 1e-12
assert np.abs(multiplet_matrix(T, 1, 1)).max() < 1e-10

# Different alpha and beta orbitals: expectation of the M = S quadrupole.
n = 4
T = random_tensor(rng, n)
alpha_occ = np.linalg.qr(rng.normal(size=(n, n)))[0][:, :3]
beta_occ = np.linalg.qr(rng.normal(size=(n, n)))[0][:, :1]
ops = annihilation_operators(2 * n)
pairs = pair_removed(ops, determinant(ops, alpha_occ, beta_occ))
gamma = transition_density(pairs, pairs, n)
quadrupole = np.einsum('a,aij,akl->ijkl', [-1, -1, 2], SPIN_HALF, SPIN_HALF)
expectation = 0.5 * np.einsum('abpqrs,ijkl,pirkslqj->ab', T, quadrupole,
                              gamma, optimize=True)
direct, exchange = direct_and_exchange(
    T, alpha_occ @ alpha_occ.T - beta_occ @ beta_occ.T)
unrestricted_error = np.abs(expectation - (direct - exchange) / 4).max()
assert unrestricted_error < 1e-10

# ---------- physical prefactor ----------
g_e = abs(const.physical_constants['electron g factor'][0])
hartree_cm = const.physical_constants['hartree-inverse meter relationship'][0] / 100
C_hartree = g_e**2 * const.fine_structure**2 / 4
C = C_hartree * hartree_cm
mu_B = const.physical_constants['Bohr magneton'][0]
a0 = const.physical_constants['Bohr radius'][0]
C_SI = const.mu_0 * (g_e * mu_B)**2 / (4 * np.pi * a0**3)
assert abs(C_SI / (const.h * const.c * 100) / C - 1) < 1e-7


# ---------- Gaussian dipolar integrals ----------
def minus_coulomb_hessian(mol):
    """-(d_a d_b 1/r12) integrals, including the contact trace."""
    n = mol.nao_nr()
    hess = mol.intor('int2e_ipip1') + mol.intor('int2e_ipvip1')
    hess = hess + hess.transpose(0, 2, 1, 3, 4)
    return -hess.reshape(3, 3, n, n, n, n)


# Triplet of s and p_z Gaussians: density in r is z^2 exp(-a r^2).
a = 0.5
model = gto.M(atom='H 0 0 0', spin=1, verbose=0,
              basis={'H': [[0, [a, 1.0]], [1, [a, 1.0]]]})
model_D = C * formula_tensor(remove_trace(minus_coulomb_hessian(model)),
                             np.diag([1.0, 0.0, 0.0, 1.0]), 1)
inverse_cube = (quad(lambda r: r * np.exp(-a * r * r), 0, np.inf)[0]
                / quad(lambda r: r**4 * np.exp(-a * r * r), 0, np.inf)[0])
angular = (quad(lambda u: u * u * (1 - 3 * u * u), -1, 1)[0]
           / quad(lambda u: u * u, -1, 1)[0])
model_quadrature = C / 2 * angular * inverse_cube
model_closed = -8 * C * a**1.5 / (15 * np.sqrt(np.pi))
assert abs(model_D[2, 2] - model_quadrature) < 1e-7
assert abs(model_closed - model_quadrature) < 1e-7

# ---------- triplet methylene ----------
bond, angle = 1.08, 134.0
half = np.radians(angle / 2)
y, z = bond * np.sin(half), bond * np.cos(half)
geometry = [('C', (0, 0, 0)), ('H', (0, y, z)), ('H', (0, -y, z))]


def methylene(basis, method):
    mol = gto.M(atom=geometry, basis=basis, spin=2, verbose=0)
    mf = method(mol)
    mf.conv_tol = 1e-11
    mf.kernel()
    assert mf.converged
    dm = np.asarray(mf.make_rdm1())
    return mol, mf, dm[0] - dm[1]


def principal_values(D):
    values, axes = np.linalg.eigh(D)
    order = np.argsort(np.abs(values))
    values, axes = values[order], axes[:, order]
    return values, axes, 1.5 * values[2], (values[0] - values[1]) / 2


mol, rohf, P = methylene('cc-pvdz', scf.ROHF)
raw = minus_coulomb_hessian(mol)
T = remove_trace(raw)
D_tensor = C * formula_tensor(T, P, 1)
values, axes, D, E = principal_values(D_tensor)
assert np.abs(D_tensor - np.diag(np.diag(D_tensor))).max() < 1e-5

# Contact terms cancel between direct and exchange contractions.
raw_direct, raw_exchange = direct_and_exchange(raw, P)
contact_direct, contact_exchange = np.trace(raw_direct), np.trace(raw_exchange)
assert contact_direct > 0.1
assert abs(contact_direct - contact_exchange) < 1e-7

# Reflection x -> -x: one open-shell electron is in an odd orbital.
odd = [label.strip().endswith(('px', 'dxy', 'dxz'))
       for label in mol.ao_labels()]
odd_population = np.diag(P @ mol.intor('int1e_ovlp'))[odd].sum()
assert abs(odd_population - 1) < 1e-5

# All occupied orbitals enter the explicit three-state calculation.
occupied = rohf.mo_coeff[:, rohf.mo_occ > 0]
n_closed = int(np.sum(rohf.mo_occ == 2))
T_mo = np.einsum('abmnkl,mp,nq,kr,ls->abpqrs', T, occupied, occupied,
                 occupied, occupied, optimize=True)
levels = np.linalg.eigvalsh(C * multiplet_matrix(T_mo, n_closed, 2))
assert np.abs(levels - np.sort(-values)).max() < 1e-7

# Second derivatives of Coulomb energy under rigid displacement.
def displaced_energy(shift):
    moved = mol.set_geom_(mol.atom_coords() + shift, unit='Bohr', inplace=False)
    both = gto.conc_mol(mol, moved)
    nb = mol.nbas
    eri = both.intor('int2e', shls_slice=(0, nb, 0, nb, nb, 2*nb, nb, 2*nb))
    direct, exchange = direct_and_exchange(eri, P)
    return direct - exchange


energy_zero = displaced_energy(np.zeros(3))
displaced_diagonal = []
for axis in np.eye(3):
    second = [2 * (displaced_energy(h * axis) - energy_zero) / h**2
              for h in (0.01, 0.02)]
    displaced_diagonal.append(-C / 4 * (4 * second[0] - second[1]) / 3)
displacement_error = np.abs(displaced_diagonal - np.diag(D_tensor)).max()
# The tolerance covers the finite-step error of tight Gaussian functions.
assert displacement_error < 1e-3

# Contributions along the principal Z axis, for the two open orbitals.
T_Z = np.einsum('a,b,abpqrs->pqrs', axes[:, 2], axes[:, 2], T_mo)
i, j = n_closed, n_closed + 1
self_part = C / 4 * (T_Z[i, i, i, i] + T_Z[j, j, j, j])
direct_part = C / 2 * T_Z[i, i, j, j]
exchange_part = -C / 2 * T_Z[i, j, j, i]
assert abs(direct_part + exchange_part - values[2]) < 1e-7

_, uhf, P_uhf = methylene('cc-pvdz', scf.UHF)
_, _, D_uhf, E_uhf = principal_values(C * formula_tensor(T, P_uhf, 1))
mol_small, _, P_small = methylene('6-31g**', scf.ROHF)
T_small = remove_trace(minus_coulomb_hessian(mol_small))
_, _, D_small, E_small = principal_values(C * formula_tensor(T_small, P_small, 1))

print(f'free-electron g value (magnitude): {g_e:.8f}')
print(f'C = g^2 alpha^2/4: {C_hartree:.6e} hartree bohr^3')
print(f'C: {C:.6f} cm^-1 bohr^3')
for S, error in multiplet_errors.items():
    print(f'S={S}: max multiplet matrix error {error:.1e} (model units)')
print(f'unrestricted determinant error: {unrestricted_error:.1e} (model units)')
print(f'Gaussian exponent a: {a:.3f} bohr^-2')
print(f'Gaussian <r^-3>: {inverse_cube:.6f} bohr^-3')
print(f'Gaussian angular factor: {angular:.6f}')
print(f'Gaussian D_zz, quadrature: {model_quadrature:.6f} cm^-1')
print(f'Gaussian D_zz, orbital formula: {model_D[2, 2]:.6f} cm^-1')
print(f'Gaussian D = 3 D_zz/2: {1.5 * model_D[2, 2]:.6f} cm^-1')
print(f'CH2 bond length: {bond:.2f} angstrom; angle: {angle:.1f} degree')
print('CH2 frame: x out of plane, y along H-H, z along C2 axis')
print(f'CH2 ROHF/cc-pVDZ energy: {rohf.e_tot:.6f} hartree')
print(f'CH2 closed orbitals: {n_closed}; open orbitals: 2')
print(f'spin population in x-odd functions: {odd_population:.6f}')
for name, value in zip('xyz', np.diag(D_tensor)):
    print(f'CH2 D_{name}{name}: {value:.6f} cm^-1')
for name, value, axis in zip('XYZ', values, axes.T):
    direction = 'xyz'[np.argmax(np.abs(axis))]
    print(f'principal D_{name}: {value:.6f} cm^-1, along {direction}')
print(f'CH2 ROHF/cc-pVDZ D: {D:.6f} cm^-1')
print(f'CH2 ROHF/cc-pVDZ E: {E:.6f} cm^-1; E/D: {E / D:.5f}')
print(f'CH2 D in frequency units: {D * const.c * 100 / 1e9:.4f} GHz')
print('explicit triplet levels: ' + ', '.join(f'{v:.6f}' for v in levels) + ' cm^-1')
print(f'Z-axis self direct part: {self_part:.6f} cm^-1')
print(f'Z-axis self exchange part: {-self_part:.6f} cm^-1')
print(f'Z-axis cross direct part: {direct_part:.6f} cm^-1')
print(f'Z-axis cross exchange part: {exchange_part:.6f} cm^-1')
print(f'contact trace, direct: {contact_direct:.6f} bohr^-3')
print(f'contact trace, exchange: {contact_exchange:.6f} bohr^-3')
print(f'displaced-Coulomb max error: {displacement_error:.1e} cm^-1')
print(f'CH2 ROHF/6-31G** D: {D_small:.6f} cm^-1; E: {E_small:.6f} cm^-1')
print(f'CH2 UHF/cc-pVDZ D: {D_uhf:.6f} cm^-1; E: {E_uhf:.6f} cm^-1')
print(f'CH2 UHF/cc-pVDZ <S^2>: {uhf.spin_square()[0]:.6f} (hbar^2)')
print('all assertions hold')
```

Running it gives:

```
free-electron g value (magnitude): 2.00231930
C = g^2 alpha^2/4: 5.337493e-05 hartree bohr^3
C: 11.714444 cm^-1 bohr^3
S=1.0: max multiplet matrix error 2.5e-16 (model units)
S=1.5: max multiplet matrix error 1.9e-16 (model units)
S=2.0: max multiplet matrix error 2.8e-16 (model units)
unrestricted determinant error: 1.7e-15 (model units)
Gaussian exponent a: 0.500 bohr^-2
Gaussian <r^-3>: 0.265962 bohr^-3
Gaussian angular factor: -0.800000
Gaussian D_zz, quadrature: -1.246236 cm^-1
Gaussian D_zz, orbital formula: -1.246236 cm^-1
Gaussian D = 3 D_zz/2: -1.869355 cm^-1
CH2 bond length: 1.08 angstrom; angle: 134.0 degree
CH2 frame: x out of plane, y along H-H, z along C2 axis
CH2 ROHF/cc-pVDZ energy: -38.921407 hartree
CH2 closed orbitals: 3; open orbitals: 2
spin population in x-odd functions: 1.000000
CH2 D_xx: -0.324123 cm^-1
CH2 D_yy: 0.513819 cm^-1
CH2 D_zz: -0.189696 cm^-1
principal D_X: -0.189696 cm^-1, along z
principal D_Y: -0.324123 cm^-1, along x
principal D_Z: 0.513819 cm^-1, along y
CH2 ROHF/cc-pVDZ D: 0.770729 cm^-1
CH2 ROHF/cc-pVDZ E: 0.067214 cm^-1; E/D: 0.08721
CH2 D in frequency units: 23.1059 GHz
explicit triplet levels: -0.513819, 0.189696, 0.324123 cm^-1
Z-axis self direct part: 0.030573 cm^-1
Z-axis self exchange part: -0.030573 cm^-1
Z-axis cross direct part: 0.349519 cm^-1
Z-axis cross exchange part: 0.164301 cm^-1
contact trace, direct: 1.280497 bohr^-3
contact trace, exchange: 1.280497 bohr^-3
displaced-Coulomb max error: 2.0e-08 cm^-1
CH2 ROHF/6-31G** D: 0.781961 cm^-1; E: 0.071331 cm^-1
CH2 UHF/cc-pVDZ D: 0.997580 cm^-1; E: 0.073716 cm^-1
CH2 UHF/cc-pVDZ <S^2>: 2.015958 (hbar^2)
all assertions hold
```
